Cosine Law for Hyperconjugative Coupling in Beta-Hydride Elimination

**1. Definitions and conventions**

Consider a metal alkyl fragment M–Cα–Cβ–H. Cα is at the origin and Cβ at distance R on the positive z axis. M lies in the xz plane. The angles M–Cα–Cβ and Cα–Cβ–H are θ and θ′. The unit vectors from Cα to M and from Cβ to H are

m = (sin θ, 0, cos θ)
u(φ) = (sin θ′ cos φ, sin θ′ sin φ, −cos θ′).

Their projections on the xy plane enclose the angle φ, which is therefore the dihedral M–Cα–Cβ–H: φ = 0 is syn, φ = 180° is anti. Hartree atomic units are used unless a unit is given, and all orbitals are real.

Each carbon carries orbitals s, p_x, p_y, p_z. The hybrids pointing to M and to H are

h_M = a s_α + a′ p_α·m,  a′ = √(1 − a²)
h_H = b s_β + b′ p_β·u,  b′ = √(1 − b²).  (1)

With g_M the metal orbital directed at Cα and s_H the hydrogen 1s orbital, the M–C bond and the C–H antibond are

σ = c_C h_M + c_M g_M
σ* = d_C h_H − d_H s_H,  (2)

all four coefficients being positive. The donor σ holds two electrons and the acceptor σ* is empty. Their energies are ε_D and ε_A, the gap is Δ = ε_A − ε_D > 0, and V = ⟨σ|F|σ*⟩ is their coupling through an effective one-electron operator F.

This donation is relevant to β elimination because it puts charge into the C–H antibond and, as shown in section 5, builds a C–C π bond. The **hyperconjugative coupling** is the part of V carried by the p components perpendicular to the C–C axis on the two carbons.

The assumptions are:

(A1) The C–H bond turns rigidly about the C–C axis.
(A2) F does not change with φ. It is unchanged by rotation about the C–C axis and by reflection in any plane containing that axis.
(A3) The basis is orthonormal, and its carbon orbitals have the symmetry of atomic s and p orbitals about the axis.
(A4) The coefficients in (2) and the gap Δ do not depend on φ.
(A5) |V| is much smaller than Δ.

**2. Theorem**

Let h_ππ = ⟨p_x,α|F|p_x,β⟩. Under A1–A4 the hyperconjugative coupling is

V_π(φ) = V₁ cos φ,  V₁ = c_C d_C a′b′ sin θ sin θ′ h_ππ.  (3)

If this is the whole coupling, the energy change of the electron pair is

E(φ) = −(2V₁²/Δ) cos²φ + r,  0 ≤ r ≤ 2V₁⁴ cos⁴φ/Δ³,  (4)

so under A5 the stabilisation varies as cos²φ.

The complete coupling between the two carbon hybrids contributes V₀ + V₁ cos φ to V, with a constant V₀ that symmetry does not remove. The parts of V that reach M and H (section 4) add further constants and cosine terms and, for M···H, higher harmonics, so the cosine coefficient of the complete V need not equal V₁ in (3). The squared-cosine law therefore requires the total constant term and the higher harmonics of the complete V to be negligible.

**3. The angular law**

**Lemma 1.** Let F and the carbon orbitals be fixed, and let F be symmetric under reflection in the M–C–C plane. Then K(φ) = ⟨h_M|F|h_H⟩ has the form A + B cos φ. Axial symmetry is not needed.

Proof. By (1), h_H is linear in the components of u:

h_H = b s_β − b′ cos θ′ p_z,β + b′ sin θ′ (cos φ p_x,β + sin φ p_y,β).

Taking the matrix element with the fixed function Fh_M gives

K = A + B cos φ + C sin φ
A = b⟨h_M|F|s_β⟩ − b′ cos θ′ ⟨h_M|F|p_z,β⟩
B = b′ sin θ′ ⟨h_M|F|p_x,β⟩
C = b′ sin θ′ ⟨h_M|F|p_y,β⟩.

Under y → −y, h_M and F are unchanged while p_y,β changes sign. Hence C = −C, so C = 0. ∎

The first harmonic thus comes from the vector character of a p orbital. Axial symmetry adds the identification of B with a pure π interaction.

**Lemma 2.** Under A2 and A3, with h_ss = ⟨s_α|F|s_β⟩, h_sz = ⟨s_α|F|p_z,β⟩, h_zs = ⟨p_z,α|F|s_β⟩ and h_zz = ⟨p_z,α|F|p_z,β⟩,

A = ab h_ss − ab′ cos θ′ h_sz + a′b cos θ h_zs − a′b′ cos θ cos θ′ h_zz  (5)
B = a′b′ sin θ sin θ′ h_ππ.  (6)

Proof. A half turn about z changes the sign of p_x and p_y but not of s and p_z, so all elements between these two sets vanish. Reflection y → −y changes the sign of ⟨p_x,α|F|p_y,β⟩, so this element vanishes too. Insert

h_M = a s_α + a′ cos θ p_z,α + a′ sin θ p_x,α

into A and B of Lemma 1. In A the s and p_z parts survive, giving the four products in (5). In B the p_x part survives, giving (6). ∎

The C–C part of V is c_C d_C K, because these are the coefficients of the two hybrids in (2). Its perpendicular part is c_C d_C B cos φ, which proves (3).

For tetrahedral sp³ hybrids, a = b = 1/2, a′ = b′ = √3/2, cos θ = cos θ′ = −1/3 and sin²θ = 8/9. Then

B = (3/4)(8/9) h_ππ = (2/3) h_ππ
A = h_ss/4 + (√3/12)(h_sz − h_zs) − h_zz/12.

Nothing in the symmetry makes A vanish. Whether it is small is a numerical question.

**A quadrature check.** Take nodeless Slater functions of exponent ζ = 1.6 on both carbons, R = 2.9 bohr, and the model operator −∇²/2 − Z/r_α − Z/r_β with Z = 3.2. Integration of the turned hybrids in three dimensions gives

K(φ) = −0.026 − 0.384 cos φ hartree,

and the test against (5) and (6) holds at all seven angles used. These functions overlap, so the values depend on the zero of energy and are not resonance integrals of an orthonormal basis. Their ratio therefore does not show whether A is small in such a basis. The angular form does not suffer, because the overlap is the case F = 1 of Lemma 1.

The π overlap checks the integration. In prolate spheroidal coordinates ξ = (r_α + r_β)/R and η = (r_α − r_β)/R, with p = ζR, the normalised functions give

S_ππ = (p⁵/32) ∫₁^∞ dξ ∫₋₁¹ dη (ξ² − 1)(1 − η²)(ξ² − η²) e^(−pξ).

The η integral of (1 − η²)(ξ² − η²) is (4/3)(ξ² − 1/5). With ξ = 1 + t the remaining polynomial is

(ξ² − 1)(ξ² − 1/5) = (8/5)t + (24/5)t² + 4t³ + t⁴.

Using ∫₀^∞ tⁿ e^(−pt) dt = n!/pⁿ⁺¹ gives

S_ππ = e^(−p)(1 + p + 2p²/5 + p³/15).

For p = 4.64 this is 0.202, as the quadrature finds.

Two further tests concern Lemma 1. An attractive well added in the M–C–C plane breaks the axial symmetry but leaves no harmonic beyond the first. Moving the well out of the plane produces a sine term, here −0.00005 hartree: small, but not zero.

**4. Terms that reach M and H**

Expanding V with (2) gives four parts:

V = c_C d_C ⟨h_M|F|h_H⟩ − c_C d_H ⟨h_M|F|s_H⟩ + c_M d_C ⟨g_M|F|h_H⟩ − c_M d_H ⟨g_M|F|s_H⟩.  (7)

**Lemma 3.** Under A1–A4, with g_M symmetric about the M–C–C plane, the first three parts have the form A + B cos φ. The fourth in general contains higher harmonics.

Proof. The first part is Lemma 1. The third follows by the same argument, with g_M in place of h_M.

In the second part, turn the whole matrix element by −φ about the axis. F is unchanged, s_H moves to azimuth zero, and s_α and p_z,α stay as they are. The perpendicular part of h_M becomes a′ sin θ (cos φ p_x,α − sin φ p_y,α). The p_y term vanishes by reflection, leaving a constant and a cosine.

For the fourth part it is enough to exhibit one case. Let g_M be spherical and let the element be a smooth function f(d²) of the M···H distance d. With ρ_M and ρ_H the distances of M and H from the axis and z_M and z_H their heights,

d² = D − q cos φ
D = ρ_M² + ρ_H² + (z_H − z_M)²,  q = 2ρ_Mρ_H.

A Taylor expansion gives

f(d²) = f(D) − q f′(D) cos φ + (q²/2) f″(D) cos²φ + …

Since cos²φ = (1 + cos 2φ)/2, a second harmonic of leading size q²f″(D)/4 appears. ∎

The overlaps of the hybrids in ethylalane, treated in section 7, test this division for F = 1. The three pairs involving a carbon hybrid have no harmonics beyond the first. The M···H overlap has the coefficients 0.042, 0.038 and 0.009 for 1, cos φ and cos 2φ.

**5. The energy law**

**Lemma 4.** For fixed F, the change in the energy of the pair is

E = Δ − √(Δ² + 4V²) = −2V²/Δ + r,  0 ≤ r ≤ 2V⁴/Δ³.  (8)

Proof. The secular equation is (ε_D − λ)(ε_A − λ) = V². Its lower root is

λ = (ε_D + ε_A)/2 − ½√(Δ² + 4V²).

Subtracting ε_D and doubling for two electrons gives the first form of (8). Put x = 4V²/Δ². Then

r = E + 2V²/Δ = Δ[1 + x/2 − √(1 + x)].

Multiply and divide by 1 + x/2 + √(1 + x). The numerator becomes (1 + x/2)² − (1 + x) = x²/4, so

r = Δ (x²/4) / [1 + x/2 + √(1 + x)].

The denominator is at least 2. Hence 0 ≤ r ≤ Δx²/8 = 2V⁴/Δ³. ∎

Setting V = V₁ cos φ proves (4) and completes the proof of the theorem. Relative to the leading term, the error is at most V²/Δ².

As an example with round parameters, take Δ = 1 hartree and V₁ = 0.04 hartree. At φ = 0,

E ≈ −2(0.04)² + 2(0.04)⁴ = −0.0032 + 0.0000051 hartree,

or −3.195 millihartree (mHa). Diagonalization gives the same value. The ratio E(60°)/E(0) is 0.2503, against cos²60° = 0.25.

**What the square means physically.** To first order the occupied orbital becomes σ − (V/Δ)σ*. Two electrons then place a population 2V²/Δ² in the C–H antibond. The same admixture creates a π bond order along x between the carbons. It is twice the product of the two p_x coefficients:

P_x = 2 (c_C a′ sin θ)(−V/Δ)(d_C b′ sin θ′ cos φ).

By (3) the product of the geometric factors and coefficients is V₁ cos φ/h_ππ. For V = V₁ cos φ,

P_x = −2V₁² cos²φ/(Δ h_ππ),

which is positive when h_ππ is negative, the usual case for p orbitals of equal phase, whose in-phase combination is bonding. C–H weakening and C=C formation thus share the factor cos²φ.

The energy balance agrees. The π interaction contributes 2P_x h_ππ = −4V²/Δ, promotion into σ* costs Δ(2V²/Δ²) = 2V²/Δ, and the sum is −2V²/Δ.

**The reverse donation.** The C–H bond orthogonal to σ* is d_H h_H + d_C s_H, and the M–C antibond orthogonal to σ is c_M h_M − c_C g_M. Their C–C coupling is c_M d_H K. Its π part is again proportional to cos φ, and its second-order energy to cos²φ, with its own gap.

**6. Consequences of the constant term**

**Corollary 1.** If V = V₀ + V₁ cos φ, then to second order

E = −(2/Δ)[V₀² + V₁²/2 + 2V₀V₁ cos φ + (V₁²/2) cos 2φ].  (9)

This follows by squaring V and using cos²φ = (1 + cos 2φ)/2. The syn-to-anti ratio is

E(0)/E(180°) = [(V₀ + V₁)/(V₀ − V₁)]².

For V₀ = 0 the ratio is 1. The squared cosine therefore separates coplanar from perpendicular arrangements but cannot choose between syn and anti. If |V₀| < |V₁|, the coupling vanishes at cos φ = −V₀/V₁ instead of at 90°. In the opposite limit, |V₀| much larger than |V₁|, the leading angular variation of E is a single cosine.

**Corollary 2.** Let Cβ carry three equivalent hydrogens at φ, φ + 120° and φ + 240°, whose antibonds do not couple to one another. If each coupling is V₀ + V₁ cos φ_k, the total stabilisation does not depend on φ.

Proof. Let W² = ΣV_k². The normalised combination w = ΣV_k σ*_k/W couples to σ with strength ΣV_k²/W = W. Every acceptor combination orthogonal to w has zero coupling to σ. Lemma 4 applies with V replaced by W. Since Σcos φ_k = 0 and Σcos 2φ_k = 0, Σcos²φ_k = 3/2, and

W² = 3V₀² + (3/2)V₁².  ∎

Within this model a methyl group gains no torsional preference. What changes with φ is which C–H bond receives the charge. For V₀ = 0.01, V₁ = 0.04 and Δ = 1 hartree, W² = 0.0003 + 0.0024 = 0.0027 hartree². The second-order total is −5.4 mHa, and diagonalization gives −5.39 mHa at every angle tested.

**7. Ethylalane**

The assumptions can be examined in H₂Al–CH₂–CH₃ at the RHF/STO-3G level. The rigid geometry has C–C 1.54, Al–C 1.97, C–H 1.09 and Al–H 1.58 Å, with θ = θ′ = 109.47°. The AlH₂ plane is perpendicular to the Al–C–C plane.

Core orbitals are projected out and the valence orbitals are symmetrically orthogonalised. Fixed sp³ hybrids on carbon and an sp² hybrid on aluminium are then combined in pairs by diagonalizing the Fock operator in each two-orbital bond space. Turning the methyl group by φ or −φ gives mirror images, so V is even in φ and has a cosine series.

The coupling of the bare carbon hybrids is

K = 2.5 − 82.1 cos φ − 1.2 cos 2φ − 0.6 cos 3φ mHa,

with still higher harmonics left out. By Lemma 1, the harmonics beyond the first would vanish if the Fock operator and the orthogonalised orbitals were fixed. Their presence shows that at least one of the two changes during rotation.

At φ = 0 the carbon coefficients are c_C = 0.810 and d_C = 0.705. Their product times −82.1 mHa is −46.9 mHa. Because the molecular Fock operator is not axially symmetric, −82.1 mHa is the cosine coefficient of K and need not equal (2/3)h_ππ exactly. The cosine coefficient of the actual C–C part is −46.7 mHa; the difference reflects the variation of the bond coefficients with φ.

Adding all four parts of (7) gives

V ≈ 8.5 − 52.4 cos φ + 3.4 cos 2φ mHa.

At φ = 0 the gap is 0.7283 + 0.4180 = 1.1463 hartree and V = −40.5 mHa, so

E = −2(0.040464)²/1.1463 = −0.00286 hartree.

This is −2.86 mHa, or −7.5 kJ/mol. At φ = 180°, V = 64.3 mHa and E = −7.15 mHa, or −18.8 kJ/mol. At 90° the energy is only −0.04 mHa.

The coplanar arrangements are strongly favoured over the perpendicular one, as the cosine law requires. The law is not quantitative for the full coupling, however. The cosine term alone would give −4.77 mHa at both ends, while the calculation favours anti over syn by a factor 7.15/2.86 = 2.5.

The source of this asymmetry can be read from the parts. With harmonics up to the third, the M···H part is

syn: 7.6 + 4.4 + 4.5 + 0.5 = 16.9 mHa (from unrounded terms)
anti: 7.6 − 4.4 + 4.5 − 0.5 = 7.2 mHa.

Removing it from V leaves −57.3 mHa at syn and 57.1 mHa at anti, almost equal in size. The near equality rests on a cancellation. The C–C, C···H and M···C parts have constants 1.3, −1.6 and 1.2 mHa and second harmonics −0.8, −2.2 and 2.0 mHa, which together sum to about −0.1 mHa. None of these parts is a pure cosine, and the cancellation need not carry over to another basis. In this calculation the direct M···H coupling, opposed to the rest at syn and aligned with it at anti, accounts for nearly all the asymmetry.

The assumptions of a constant gap and a weak coupling hold better. The gap varies between 1.146 and 1.155 hartree. The largest |V|/Δ is 0.056, so by Lemma 4 the second-order energy is in error by at most 0.056² ≈ 0.3% relative to the two-level result.

The second harmonic also breaks Corollary 2. Adding the three hydrogens at second order gives −2.857 − 2(1.886) = −6.63 mHa with one hydrogen syn, and −7.15 − 2(0.66) = −8.47 mHa with one anti. The leading cause is the cross term in V². If V₂ denotes the coefficient of cos 2φ,

2V₁V₂ cos φ cos 2φ = V₁V₂(cos φ + cos 3φ).

Summed over the three hydrogens, cos φ cancels and 3V₁V₂ cos 3φ remains. Its energy is −(6V₁V₂/Δ) cos 3φ ≈ 0.94 cos 3φ mHa, a difference of 1.9 mHa between the two arrangements. The totals above differ by 1.8 mHa. This is one donor's contribution, not the rotational barrier of the molecule.

**8. Remark: what the law says about elimination**

In the four-centre elimination the hydrogen passes to the metal while the C=C bond forms. The cosine law describes the alignment needed for the second process and treats syn and anti alike. The first process needs M and H within reach of each other.

For the geometry used here, ρ_M = 1.86 Å, ρ_H = 1.03 Å and z_H − z_M = 2.56 Å. The M···H distance is then √(0.83² + 2.56²) = 2.7 Å at syn and √(2.88² + 2.56²) = 3.9 Å at anti. The shorter distance at syn favours hydrogen transfer. At the rigid geometry used here, donation from σ into σ* is greater at anti, so it does not by itself favour a syn course there. The calculation does not cover the four-centre arrangement itself.

Donation from the C–H bond into a vacant metal orbital is outside the donor–acceptor pair treated here. The ethylalane numbers also omit electron correlation, larger basis sets and geometric relaxation, and they depend on the chosen hybrids. They show how far one mean-field operator follows the cosine law; they do not give an activation energy. The remaining values are in the numerical output.

Computed results

```
SLATER MODEL
C-C distance 2.9 bohr, exponent 1.6 1/bohr, Z 3.2
pi overlap 0.20196; formula 0.20196
constant part -0.02554 Ha; cosine part -0.38359 Ha
sine part, well off plane -0.000049 Ha
TWO-LEVEL MODEL
gap 1.0 Ha, V0 0.01 Ha, V1 0.04 Ha
V0=0: energy ratio 60 deg / 0 deg 0.25030
V0=0: energy at 0 deg -3.1949 mHa
methyl total, any angle -5.3855 mHa
ETHYLALANE, RHF/STO-3G
C-C 1.54, Al-C 1.97, C-H 1.09, Al-H 1.58 angstrom
M-C-C and C-C-H angle 109.47 deg
donor energy at 0 deg -0.4180 Ha
acceptor energy at 0 deg 0.7283 Ha
gap: min 1.1463, max 1.1553, mean 1.1511 Ha
donor coefficients C, Al at 0 deg: [0.8103 0.5861]
acceptor coefficients C, H at 0 deg: [ 0.7049 -0.7093]
Harmonics k=0,1,2,3 of couplings, mHa
bare C-C hybrids: [  2.454 -82.144  -1.24   -0.589]
C-C part: [  1.292 -46.657  -0.814  -0.366]
C...H part: [-1.566 -6.865 -2.231 -0.429]
M...C part: [ 1.172 -3.244  2.026  0.354]
M...H part: [7.565 4.367 4.46  0.484]
full coupling: [ 8.4630e+00 -5.2399e+01  3.4410e+00  4.2000e-02]
M...H raw overlap harmonics k=0,1,2: [0.04219 0.03789 0.00913]
phi/deg, V/mHa, E2/mHa, E2 from V0+V1 cos/mHa, V1 only/mHa
   0    -40.464    -2.8569    -3.3541    -4.7706
  30    -35.189    -2.1597    -2.3679    -3.5779
  60    -19.500    -0.6620    -0.5466    -1.1926
  90      5.018    -0.0437    -0.1244    -0.0000
 120     32.985    -1.8858    -2.0875    -1.1926
 150     55.565    -5.3460    -5.0369    -3.5779
 180     64.254    -7.1473    -6.4360    -4.7706
largest |V|/gap 0.0556
E2 syn -7.501 kJ/mol
E2 anti -18.765 kJ/mol
```
